\section*{Null-Collision Carrier Monte Carlo and Low-Field Mobility of Silicon-Like Electrons}

\section{The result and three other clocks}

Let a carrier move deterministically between collisions, and let mechanism $j$ have rate $\lambda_j(t)$ along its path, with $\lambda=\sum_j\lambda_j$. Draw candidate collisions at a constant rate $\Gamma\ge\lambda$. Accept mechanism $j$ with probability $\lambda_j/\Gamma$; otherwise change nothing. The first real event then has the density
\begin{equation}
p_j(t)=\lambda_j(t)e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\lambda(t')\,dt',
\label{eq:law}
\end{equation}
which does not contain $\Gamma$. This is the physical law: survival obeys $\dot S=-\lambda S$ with $S(0)=1$, so $S=e^{-\Lambda}$, and mechanism $j$ ends the flight at rate $\lambda_jS$.

Three other clocks show what the fictitious events are for. The first advances in steps $\Delta t$ and scatters at the end of a step with probability $p=\lambda\Delta t$. Take constant $\lambda$, constant acceleration $a$ and random directions after collisions. The number $n$ of steps in a flight has probability $p(1-p)^{n-1}$, so $\langle n\rangle=1/p$ and $\langle n^2\rangle=(2-p)/p^2$. Initial velocities average to zero, and the drift velocity is mean displacement over mean time:
\begin{equation}
v_d=\frac{a\langle t^2\rangle}{2\langle t\rangle}
=\frac{a\Delta t}{2}\,\frac{2-p}{p}
=\frac a\lambda\left(1-\frac{\lambda\Delta t}{2}\right).
\end{equation}
The mean flight time is right, yet the mobility is too low: by 5\% for $\lambda\Delta t=0.1$.

The second clock draws an exponential time with the initial rate $\lambda(0)$. Its density, $\lambda(0)e^{-\lambda(0)t}$, ignores the change of rate as the field changes the energy. The third solves $\Lambda(t)=-\ln u$ with $u$ uniform on $(0,1)$. It is correct, but needs an integral and a root for every flight, across phonon-emission thresholds. A constant candidate rate removes the integral, provided that rejection restores the physical law.

\section{Why fictitious events leave no trace}

Consider $n$ null events at $t_1<\dots<t_n<t$, followed by a real event $j$ at $t$. The Poisson density of these $n+1$ candidates, with no others before $t$, is $\Gamma^{n+1}e^{-\Gamma t}$. Multiplying by the rejection and acceptance probabilities gives
\begin{equation}
\Gamma^{n+1}e^{-\Gamma t}\frac{\lambda_j(t)}{\Gamma}
\prod_{i=1}^n\left(1-\frac{\lambda(t_i)}{\Gamma}\right)
=\lambda_j(t)e^{-\Gamma t}\prod_{i=1}^n[\Gamma-\lambda(t_i)].
\end{equation}
The path is the same for every $n$, because null events do not change the state. The integrand is symmetric in the null times, so integrating over ordered times gives $1/n!$ of the unrestricted integral. With $A(t)=\int_0^t(\Gamma-\lambda)dt'=\Gamma t-\Lambda(t)$,
\begin{equation}
p_{j,n}(t)=\lambda_j e^{-\Gamma t}\frac{A^n}{n!},\qquad
\sum_{n=0}^{\infty}p_{j,n}=\lambda_j e^{-\Gamma t+A}=\lambda_j e^{-\Lambda}.
\label{eq:nulls}
\end{equation}
This is Eq.~\eqref{eq:law}. After a real event the next flight depends on the past through the new state alone, so repeating the argument gives the whole physical trajectory its correct law.

The computational record does depend on $\Gamma$. By Eq.~\eqref{eq:nulls}, given a real event at $t$, the null count is Poisson distributed with mean $A(t)$. Since $\langle\Lambda\rangle=\int_0^\infty\Lambda e^{-\Lambda}d\Lambda=1$ when a collision is certain eventually,
\begin{equation}
\langle n_{\rm null}\rangle=\Gamma\langle t\rangle-1.
\label{eq:count}
\end{equation}

If $\Gamma<\lambda$ somewhere, acceptance cannot exceed one. The simulated total rate there is $\min(\lambda,\Gamma)$, and the theorem is lost.

Sampling matters too. In a time $dt$ a candidate occurs with probability $\Gamma dt$ whatever the state, so averages over candidates are time averages. A real event occurs with probability $\lambda dt$, so averages over real events are weighted by $\lambda$: the mean energy there is $\langle E\lambda\rangle/\langle\lambda\rangle$.

\section{A carrier model with a solvable mobility}

The model has six ellipsoidal valleys, with $m_l$ along and $m_t$ across each valley axis. The field lies along one axis, and positive $x$ is the direction of the force $eF$. Define
\begin{equation}
m_d=(m_lm_t^2)^{1/3},\quad
w_i=v_i\sqrt{m_i/m_d},\quad s=\sqrt{m_d/m_x}.
\end{equation}
Then $E=\sum_i m_iv_i^2/2=m_dw^2/2$ and $v_x=sw_x$. From $\dot v_x=eF/m_x$ follows $\dot w_x=eF/(sm_x)=seF/m_d$. Scaling makes the energy isotropic but keeps the mass anisotropy in $s$.

States of one spin with energy below $E$ fill an ellipsoid of $k$-space volume $(4\pi/3)(2m_dE)^{3/2}/\hbar^3$. Multiplying by $1/(8\pi^3)$ and differentiating gives the density of states per volume
\begin{equation}
g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}\quad(E>0),\qquad g=0\quad(E\le0).
\end{equation}

A phonon mode in a crystal of volume $V$ and density $\rho$ has squared displacement matrix element $\hbar/(2\rho V\omega)$, times $N$ for absorption or $N+1$ for emission, where $N=1/(e^{\hbar\omega/kT}-1)$. For acoustic modes the coupling $\Xi\nabla\cdot\mathbf u$ adds $\Xi^2q^2$. With $\omega=v_sq$ and $\hbar\omega\ll kT$, both occupations become $kT/\hbar\omega$, so each process has
\begin{equation}
|M|^2=\Xi^2q^2\frac{\hbar}{2\rho V\omega}\frac{kT}{\hbar\omega}
=\frac{\Xi^2kT}{2\rho Vv_s^2}.
\end{equation}
The golden rule, $(2\pi/\hbar)|M|^2Vg$, summed over absorption and emission with the phonon energy neglected, gives
\begin{equation}
\lambda_{\rm ac}=\frac{2\pi\Xi^2kT}{\hbar\rho v_s^2}g(E).
\label{eq:ac}
\end{equation}
Intervalley phonons have a fixed energy and coupling $D$. With $Z$ final valleys, the golden rule gives
\begin{equation}
\lambda_{\rm iv}=\frac{\pi D^2Z}{\rho\omega}
\left[Ng(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right].
\label{eq:iv}
\end{equation}
A $g$ phonon leads to the opposite valley ($Z=1$), an $f$ phonon to the four valleys on the other axes ($Z=4$). No matrix element depends on direction, so every collision makes all states on the final energy ellipsoid equally likely. In the scaled velocity $\mathbf w$ this is a uniform distribution over a sphere.

This makes the mobility solvable. Write $f=f_0+f_1$, with $f_0\propto e^{-E/kT}$ and $f_1$ linear in $F$ and odd in velocity. Scattering into a state sums $f_1$ over complete energy shells of the initial valleys, with a weight that depends on energy alone. Each sum vanishes by oddness, even when the phonon changes the energy. Only scattering out remains:
\begin{equation}
eFv_x\frac{df_0}{dE}=-\lambda f_1
\quad\Rightarrow\quad
f_1=\frac{eF}{kT}\frac{v_x}{\lambda}f_0.
\end{equation}
Hence $\mu=(e/kT)\langle v_x^2/\lambda\rangle$, with the average over $f_0$. The angular average of $v_x^2=s^2w_x^2$ is $s^2w^2/3=2E/(3m_x)$. Averaging $1/m_x$ over equally populated valleys gives $1/m_c=(1/m_l+2/m_t)/3$. Reversing the field cannot alter valley populations, so they change at order $F^2$ at the earliest. Therefore
\begin{align}
\mu&=\frac{2e}{3m_ckT}
\frac{\int_0^\infty \lambda^{-1}E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}\nonumber\\
&=\frac e{m_c}
\frac{\int_0^\infty\lambda^{-1}E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
\label{eq:mu}
\end{align}
The second line uses $\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE$, an integration by parts.

With acoustic scattering alone, Eq.~\eqref{eq:ac} gives $1/\lambda=B/\sqrt E$, where $B=2\pi\hbar^4\rho v_s^2/[(2m_d)^{3/2}\Xi^2kT]$. The upper integral is $B(kT)^2$ and the lower is $(3\sqrt\pi/4)(kT)^{5/2}$, so
\begin{equation}
\mu_{\rm ac}=\frac{e}{m_c}\frac{4B}{3\sqrt{\pi kT}}
=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v_s^2}{3m_cm_d^{3/2}(kT)^{3/2}\Xi^2}.
\end{equation}

\section{The algorithm}

Here $\lambda$ grows with $E$, so $\Gamma=\lambda(E_{\rm top})$ is safe as long as no carrier exceeds $E_{\rm top}$. In a constant field $w_x$ is linear in time, hence $E(t)$ is a convex parabola whose maximum over a flight lies at an endpoint. Checking endpoints therefore covers the whole path. Each cycle is:
\begin{enumerate}
\item Draw $t=-\ln u/\Gamma$. Add $st(w_x+seFt/2m_d)$ to $x$ and $seFt/m_d$ to $w_x$.
\item Compute the five rates at the new energy: acoustic, $g$ absorption and emission, $f$ absorption and emission. Draw $r$ uniformly on $(0,\Gamma)$.
\item If $r\ge\lambda$, keep the state. Otherwise $r$ is uniform on $(0,\lambda)$, and the interval of the cumulative rates containing it selects the mechanism with probability $\lambda_j/\lambda$.
\item After a real event, change $E$ by the phonon energy and choose $\mathbf w$ uniformly on its new sphere. An $f$ event takes a valley lying along the field to a transverse one. From a transverse valley, half the $f$ events lead to the field axis and half to the other transverse axis.
\end{enumerate}

Drift velocity is total displacement over total time. Mobility can also be found at zero field from diffusion, $\mu=eD_x/kT$. Let $X_K$ be the displacement over $K$ candidate flights. Flight times are then independent of velocity, with $\langle t\rangle=1/\Gamma$ and $\langle t^2\rangle=2/\Gamma^2$. A velocity survives $m$ candidates with probability $(1-\lambda/\Gamma)^m$; after a real event its direction is random and contributes no correlation. With $C_m=\langle v_x^2(1-\lambda/\Gamma)^m\rangle$,
\begin{equation}
\langle X_K^2\rangle=\frac2{\Gamma^2}\left[KC_0+\sum_{m=1}^{K-1}(K-m)C_m\right].
\end{equation}
Once $K$ is long enough for $C_m$ to die out, the term $-\sum mC_m$ is a constant, the ballistic offset. It cancels between windows $2K$ and $K$. The geometric sum $\sum_{m\ge0}C_m=\Gamma\langle v_x^2/\lambda\rangle$ then gives
\begin{equation}
\frac{\langle X_{2K}^2\rangle-\langle X_K^2\rangle}{2K/\Gamma}
=\left\langle\frac{v_x^2}{\lambda}\right\rangle=D_x,
\end{equation}
in agreement with Eq.~\eqref{eq:mu}.

The zero-field ensemble must start from a Maxwellian. Acoustic events conserve energy in this model, and the others shift it by 60 or 50~meV, so a single initial energy could reach only values spaced by multiples of 10~meV.

\section{Silicon-like electrons at 300 K}

The parameters are rough typical values for silicon: $m_l=0.92m_0$, $m_t=0.19m_0$, $\rho=2.33$~g/cm$^3$, $v_s=9.0\times10^5$~cm/s and $\Xi=9.0$~eV. The $g$ phonon has 60~meV and $D=1.0\times10^9$~eV/cm; the $f$ phonon has 50~meV and $3.0\times10^8$~eV/cm. The masses are $m_d=(0.92\times0.19^2)^{1/3}m_0=0.321m_0$ and $m_c=3m_0/(1/0.92+2/0.19)=0.258m_0$. At 100~meV a direct golden-rule sum over discrete final states gives a $g$-emission rate of 3.256~ps$^{-1}$, against 3.262 from Eq.~\eqref{eq:iv}.

\subsection{One flight, three majorants}

An electron in a transverse valley starts with 170~meV against the force of a 30~kV/cm field. Along its collision-free path it slows to 20~meV and accelerates again, so its rate first falls and then rises. Integrating Eq.~\eqref{eq:law} gives a mean flight of 141.1~fs. For $\Gamma=73.60$~ps$^{-1}$, 200\,000 sampled flights average 141.2~fs; tripling $\Gamma$ again gives 141.2~fs. The acoustic share of events is 0.4057 and 0.4059, against an exact 0.4057.

The null count does change. Equation~\eqref{eq:count} predicts $73.60\times0.14112-1=9.39$ nulls per flight, and 9.40 are found. With the tripled majorant the numbers are 30.16 and 30.18. An undersized $\Gamma=9.31$~ps$^{-1}$ lengthens the mean flight to 163.2~fs, 16\% too long. The capped rate $\min(\lambda,\Gamma)$ predicts 163.3~fs, which identifies the cause.

\subsection{Equilibrium and mobility}

At zero field, 20\,000 carriers pass 2048 candidates each, with $\Gamma=34.41$~ps$^{-1}$. The mean energy at candidates is $38.80\pm0.04$~meV, against $\tfrac32kT=38.78$~meV. At real events it is $60.97\pm0.05$~meV, against 60.93~meV from the rate-weighted average. Recording energies at real collisions alone would thus overstate the thermal energy by 57\%. The real rate is 3.54~ps$^{-1}$, so 90\% of candidates are null. That is the price of a majorant set by rare energetic carriers.

Equation~\eqref{eq:mu} gives $\mu=1759$~cm$^2$/Vs; acoustic scattering alone would give 3024. The simulations give
\begin{align}
\text{diffusion:}\quad \mu&=\frac{45.06\ \text{cm}^2/\text{s}}{0.02585\ \text{V}}=1743\pm8\ \text{cm}^2/\text{Vs},\nonumber\\
\text{drift:}\quad \mu&=\frac{8.619\times10^5\ \text{cm/s}}{500\ \text{V/cm}}=1724\pm12\ \text{cm}^2/\text{Vs}.\nonumber
\end{align}
The uncertainties are one standard error. The results lie 0.9\% and 2.0\% below the analytic value, or 2.0 and 2.9 standard errors. Both pass the test limit of 4.5 standard errors, but the common sign deserves attention.

Part of the drift deficit is physical, since 0.5~kV/cm already heats the carriers. A rough estimate uses a Maxwellian at temperature $T_e$ whose phonon losses balance the work of the field:
\begin{equation}
eF^2\mu(T_e)=\left\langle\sum_{g,f}\hbar\omega(\lambda_{\rm em}-\lambda_{\rm abs})\right\rangle_{T_e}.
\end{equation}
Here $\mu(T_e)$ is Eq.~\eqref{eq:mu} with $T_e$ in the exponentials and the lattice temperature in the rates. The estimate is a rise of 1.3~K and a mobility change of $-0.33\%$. This is too small, because it fixes the shape of the distribution. Carriers below 50~meV cannot emit a phonon, so the field shifts them upwards in energy with little to hold them back. The slowest of them have the longest relaxation times, and losing them lowers the mobility more than a small rise of $T_e$ does. This distortion can account for the whole drift deficit of about two per cent, although its size was not computed here. The drift figure should be read as the mobility at 0.5~kV/cm, not as a noisy estimate of the zero-field value. The diffusion run has no heating; chance alone would produce a deviation of 2.0 standard errors about once in twenty runs. Its window of 3.72~ps was not varied. Cutting off the positive tail of $C_m$ can only lower $D_x$, but the window is about fourteen times the mean relaxation time $m_c\mu/e=0.26$~ps, so little should be lost. The diffusion run therefore validates Eq.~\eqref{eq:mu} at the level of about one per cent. The drift run lies outside the linear regime, and it passes only because the test limit is wide. Longer runs with fresh random numbers, several windows and smaller fields would separate chance, bias and heating.

\subsection{Heated carriers}

At 5~kV/cm the majorant is doubled from 49.12~ps$^{-1}$ with the physical duration held fixed:
\begin{center}
\begin{tabular}{lcc}
 & $\Gamma$ & $2\Gamma$\\
drift velocity ($10^6$ cm/s) & $5.36\pm0.02$ & $5.37\pm0.02$\\
mean energy (meV) & $49.93\pm0.08$ & $50.21\pm0.08$\\
real rate (ps$^{-1}$) & $4.379\pm0.007$ & $4.398\pm0.007$
\end{tabular}
\end{center}
The velocities agree. The energies differ by 0.6\%, or 2.5 combined standard errors, and the rates by 1.9. These two are not independent signals, because $\lambda$ rises with energy. All three pass the limit of 4.5; the exact invariance rests on the proof, not on this comparison.

The work done per carrier is $5\times10^3\times5.362\times10^6$~eV/s $=26.8$~meV/ps, and the heat given to phonons is also 26.8~meV/ps. Their small difference is the change of kinetic energy during the run. The ratio $v_d/F$ has fallen to 1072~cm$^2$/Vs, 39\% below the low-field mobility, so Eq.~\eqref{eq:mu} no longer applies. The mean energy exceeds $\tfrac32kT$ by 11.2~meV; the heated Maxwellian predicts 12.8~meV, 15\% too much. It serves as a size estimate, not as a replacement for the simulated distribution.

\section{How close this is to real silicon}

The electron mobility of pure silicon at room temperature is roughly 1400~cm$^2$/Vs, so the model is about a quarter too high. The largest correction evaluated at 300~K is nonparabolicity. Replacing $E$ by $E(1+\alpha E)$ in the relation between energy and momentum, with $\alpha=0.5$~eV$^{-1}$, changes the velocities and densities of states in the mobility average and lowers $\mu$ by 11.6\%. Lumping the intervalley phonons into two modes may account for some of the rest; that is a conjecture.

Devices also contain dopants. Adding the momentum-relaxation rate of screened ionized impurities at $10^{15}$~cm$^{-3}$, evaluated for a spherical valley of mass $m_d$, lowers the mobility by 2.7\%; for ellipsoidal valleys the loss is somewhat larger. This figure must not be used for regions with much higher doping. A device running at 350~K has a model mobility of 1283~cm$^2$/Vs, 27\% below the 300~K value, so this 50~K rise lowers the mobility more than either correction as evaluated here. At much higher doping the order can be reversed.

Three further omissions were checked and are small here. Finite acoustic phonon energies and Bose occupations, evaluated for a spherical valley of mass $m_d$, change the acoustic rate by $-0.7\%$ at $E=\tfrac32kT$, though they also open a cooling channel absent from the model. At $10^{15}$~cm$^{-3}$ the electron density is $3.6\times10^{-5}$ of the effective density of states, so degeneracy is negligible. The highest energy recorded at 0.5~kV/cm is 0.45~eV, well below the gap of roughly 1.1~eV, so impact ionization plays no part in the low-field validation. The numerical output below lists the remaining event shares and rates.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K; kT 25.85 meV
masses m_l, m_t: 0.92, 0.19 m0
masses m_d, m_c: 0.3214, 0.2583 m0
density 2.33 g/cm3; sound 9.0e+05 cm/s
acoustic potential 9.0 eV; permittivity 11.7 eps0
g phonon 60 meV, 1.0e+09 eV/cm, Z=1
f phonon 50 meV, 3.0e+08 eV/cm, Z=4
g rates at 100 meV, formula: 0.6406 abs, 3.2624 em /ps
g rates at 100 meV, state sum: 0.6406 abs, 3.2559 em /ps
FLIGHT field 30 kV/cm; samples 200000
start energy 170 meV; minimum 20 meV
majorant 73.60 /ps
exact mean real flight 141.12 fs
exact shares ac,g-ab,g-em,f-ab,f-em: 0.4057 0.0842 0.3005 0.0543 0.1553
majorant x1: mean 141.23 fs; sqrt(n)*KS 0.86
  nulls 9.398, exact 9.386
  shares 0.4057 0.0841 0.3004 0.0538 0.1560
majorant x3: mean 141.24 fs; sqrt(n)*KS 0.57
  nulls 30.184, exact 30.157
  shares 0.4059 0.0841 0.3011 0.0541 0.1547
undersized majorant 9.31 /ps: mean 163.15 fs
capped-hazard prediction 163.25 fs
ZERO FIELD carriers 20000; candidates each 2048; majorant 34.41 /ps
energy at candidates 38.796 +- 0.038 meV; exact 38.778
energy at real events 60.973 +- 0.047 meV; exact 60.932
real rate 3.5416 +- 0.0029 /ps; exact 3.5378
null fraction 89.71 %
diffusion window 3.72 ps; D 45.06 cm2/s
MOBILITY analytic total 1759.3 cm2/Vs
mobility analytic acoustic only 3024.2 cm2/Vs
mobility from diffusion 1742.8 +- 8.4 cm2/Vs
drift run 0.5 kV/cm; carriers 20000; candidates 4096
drift velocity 8.6193e+05 +- 6.2e+03 cm/s
mobility from drift 1723.9 +- 12.4 cm2/Vs
highest energy in drift run 0.454 eV
HEATING field 5 kV/cm; base majorant 49.12 /ps
majorant x1: v 5.3619e+06 +- 2.1e+04 cm/s
  energy 49.93 +- 0.08 meV; real rate 4.379 +- 0.007 /ps
  work 26.810, phonon heat 26.813 meV/ps
majorant x2: v 5.3675e+06 +- 2.1e+04 cm/s
  energy 50.21 +- 0.08 meV; real rate 4.398 +- 0.007 /ps
  work 26.838, phonon heat 26.850 meV/ps
v/F at high field 1072.4 cm2/Vs
excess energy: MC 11.16, estimate 12.81 meV
NEGLECTED nonparabolicity 0.5/eV: -11.60 % mu
impurities 1e+15 /cm3: -2.69 % mu
acoustic inelasticity at 1.5 kT: -0.67 % rate
degeneracy n/Nc 3.64e-05
heating at low field: 1.32 K; -0.33 % mu
analytic mobility at 350 K 1283.2 cm2/Vs
\end{verbatim}
